# How Read Voltage Divides Along Sneak Paths in a Floating Crossbar

## What goes wrong with a guessed division

Take a 64 × 64 crossbar memory. One word line is held at $V=1$ V, one bit line at 0, and all other lines are left floating. The cell at the crossing of the two driven lines is to be read. Current also reaches the grounded bit line by detours through three unselected cells in series: out of the selected word line to a floating bit line, across to a floating word line, and down to the selected bit line.

Suppose that a cell carries 10 µA at 1 V and that its current grows as the fourth power of voltage. If the three cells of a detour shared the voltage equally, the 63 cells attached to the selected word line would supply

$$63\times 10\ \mu\text{A}\times(1/3)^4=7.8\ \mu\text{A}.$$

The $63^2=3969$ cells in the middle of the detours would then carry $3969\times10/81=490$ µA. This is the same current at another point of its path, so the guess violates charge conservation. If instead the outer cells each took half the voltage, the supply would be $63\times10/16=39.4$ µA, while the middle cells would have no voltage to drive it. The correct value, found below, is 20.5 µA. Both the read margin and the stress on unselected cells depend on getting the division right.

## The smallest array

In a 2 × 2 array there is one detour, with one cell in each position. Three identical cells in series carry the same current. The middle cell is crossed from bit line to word line, opposite to the outer two. If current increases strictly with voltage, and reversing the voltage only reverses the current, equal currents mean voltages of equal size, so each cell takes $V/3$. This holds for linear and nonlinear cells alike. Any departure from $V/3$ in a larger array of identical, symmetric cells must come from the unequal numbers of cells in the three positions.

## Linear cells, many lines

Let the array be square, with $n$ unselected lines of each kind, and let every cell be a resistor $R$. Assume for the moment that all floating word lines share one potential and all floating bit lines another; this is proved in the next section. The three positions then form three groups in series:

- Group A joins the selected word line to the floating bit lines: $n$ cells, resistance $R/n$.
- Group B joins floating lines to floating lines: $n^2$ cells, resistance $R/n^2$.
- Group C joins the floating word lines to the selected bit line: $n$ cells, resistance $R/n$.

The voltage divider gives

$$\frac{V_A}{V}=\frac{1/n}{2/n+1/n^2}=\frac{n}{2n+1},\qquad \frac{V_B}{V}=\frac{1}{2n+1}.$$

At $n=1$ this returns $1/3$. For large $n$, group B is nearly a short circuit and A and C take half each. With 64 lines per side, $V_A/V=0.4961$. For linear cells, half-voltage stress is already a good description at modest size.

## Power-law cells and unequal sides

Now let there be $m$ unselected word lines and $n$ unselected bit lines, both at least one. Each cell obeys

$$I(U)=k\,\mathrm{sgn}(U)\,|U|^{\alpha},\qquad k>0,\ \alpha\ge1,$$

where $U$ is the word-line potential minus the bit-line potential. The law is odd: reversing the voltage reverses the current without changing its size. This matters because group B turns out to be reverse biased. Wires and drivers are perfect, and the floating lines have reached steady state.

**Why three voltages suffice.** Let $x_i$ be the potentials of the floating word lines and $y_j$ those of the floating bit lines. Define $F(U)=k|U|^{\alpha+1}/(\alpha+1)$, so that $F'(U)=I(U)$, and

$$\Phi=\sum_jF(V-y_j)+\sum_{i,j}F(x_i-y_j)+\sum_iF(x_i).$$

Its derivatives are

$$\frac{\partial\Phi}{\partial x_i}=\sum_jI(x_i-y_j)+I(x_i),\qquad
\frac{\partial\Phi}{\partial y_j}=-I(V-y_j)-\sum_iI(x_i-y_j).$$

The first is the net current leaving word line $i$; the second is minus the net current entering bit line $j$. A floating line has no net current in steady state, so the physical solution is a stationary point of $\Phi$.

The function $F$ is strictly convex. The first sum is therefore strictly convex in the $y_j$, the last is strictly convex in the $x_i$, and the middle one is convex. Hence $\Phi$ is strictly convex. It also grows without bound when any potential does, so it has one stationary point, its minimum. Exchanging two floating word lines leaves $\Phi$ unchanged and must map this minimum to itself. Thus all $x_i$ equal one value $x$, and by the same argument all $y_j$ equal one value $y$.

**Signs.** The two remaining balances are

$$I(V-y)+m\,I(x-y)=0,\qquad n\,I(x-y)+I(x)=0.$$

Suppose $x\ge y$. The second balance then requires $x\le0$ and the first requires $y\ge V>0$, which contradicts $x\ge y$. So $x<y$, and the same balances give $x>0$ and $y<V$. We can define three positive magnitudes,

$$V_A=V-y,\qquad V_B=y-x,\qquad V_C=x,\qquad V_A+V_B+V_C=V.$$

The voltage on a B cell is $x-y=-V_B$, which confirms the reverse bias.

**The division.** Since $I$ is odd, the balances become $I(V_A)=m\,I(V_B)$ and $I(V_C)=n\,I(V_B)$. Inserting the power law, cancelling $k$ and taking the root of order $\alpha$ gives

$$V_A=m^{1/\alpha}V_B,\qquad V_C=n^{1/\alpha}V_B.$$

The sum rule then fixes $V_B\,(1+m^{1/\alpha}+n^{1/\alpha})=V$. With $S=1+m^{1/\alpha}+n^{1/\alpha}$,

$$\boxed{V_A=\frac{m^{1/\alpha}}{S}V,\qquad V_B=\frac{1}{S}V,\qquad V_C=\frac{n^{1/\alpha}}{S}V.}$$

The number of word lines sets the ratio $V_A/V_B$ because each floating bit line is fed by one A cell and drained by $m$ B cells. For $m>1$ the single cell needs the larger voltage. The value of $V_A$ itself also depends on $n$, through $S$.

This result was compared with solutions of Kirchhoff's law for every line separately, without assuming symmetry, in arrays of 5 × 9 ($\alpha=1$), 7 × 4 ($\alpha=2.5$), 12 × 12 ($\alpha=4$) and 6 × 20 ($\alpha=7$). The largest difference in any unselected cell was $1.1\times10^{-16}$ V, which is rounding error.

## The half-voltage limit and its speed

For a square array put $q=n^{1/\alpha}$. Then

$$V_A=V_C=\frac{q}{2q+1}V=\frac{V}{2+n^{-1/\alpha}},\qquad V_B=\frac{V}{2q+1}.$$

As $n$ grows at fixed $\alpha$, $n^{-1/\alpha}$ falls to zero. The outer voltages rise from $V/3$ towards $V/2$, and $V_B$ tends to zero. Half-voltage stress thus applies to groups A and C, which contain $2n$ cells. The $n^2$ cells of group B are relieved.

The shortfall from one half is

$$\frac V2-V_A=V\,\frac{(2q+1)-2q}{2(2q+1)}=\frac{V}{2(2n^{1/\alpha}+1)}.$$

What must be large is $n^{1/\alpha}$, not merely $n$. To bring the shortfall down to $\delta V$, we need $2q+1\ge1/(2\delta)$, or

$$n\ge\left(\frac{1-2\delta}{4\delta}\right)^{\alpha},\qquad 0<\delta\le\frac16.$$

The upper limit on $\delta$ corresponds to $n=1$. For $\delta=0.05$ the bracket is $0.9/0.2=4.5$. The required $n$ is about 20 for $\alpha=2$, 410 for $\alpha=4$, and 3.4 million for $\alpha=10$. Values of $V_A/V$ for square arrays with perfect wires show the same trend (the larger sizes are a mathematical limit; the last section shows how wire resistance changes them):

| Lines per side | $\alpha=1$ | $\alpha=4$ | $\alpha=10$ |
|---:|---:|---:|---:|
| 64 | 0.496 | 0.425 | 0.376 |
| 1024 | 0.500 | 0.459 | 0.400 |
| 1,048,576 | 0.500 | 0.492 | 0.444 |

**The opposite limit.** Hold $n$ fixed and let $\alpha\to\infty$. Then $q\to1$ and each group takes $V/3$, as in the 2 × 2 array. A very steep cell changes its current greatly for a small change of voltage, so unequal cell numbers barely disturb the equal division. To see how this limit is reached, write $q=e^{(\ln n)/\alpha}\approx1+\varepsilon$ with $\varepsilon=(\ln n)/\alpha\ll1$. To first order,

$$\frac{V_A}{V}\approx\frac{1+\varepsilon}{3+2\varepsilon}\approx\frac13\left(1+\frac{\varepsilon}{3}\right).$$

For $n=63$ and $\alpha=200$, $\varepsilon=0.0207$ and the estimate is 0.3356, equal to the value found by solving the current balance numerically. The limits of large $n$ and large $\alpha$ therefore do not commute; the ratio $(\ln n)/\alpha$ decides which one is near.

**Unequal sides.** From $V_A/V_C=(m/n)^{1/\alpha}$, the two outer voltages can approach the same value only if $m/n\to1$. From $V_B/V_A=m^{-1/\alpha}$, group B becomes negligible beside group A only if $m\to\infty$. At fixed $\alpha$, these two conditions are necessary and sufficient for half-voltage stress on both outer groups. If instead $m/n=r$ stays fixed while the array grows,

$$\frac{V_A}{V}=\frac{r^{1/\alpha}}{1+r^{1/\alpha}+n^{-1/\alpha}}\longrightarrow\frac{r^{1/\alpha}}{1+r^{1/\alpha}}.$$

With $r=4$ and $\alpha=2$ the limit is $2/3$: group A takes two thirds of the voltage and group C one third.

## The sneak current

The whole detour current passes through group A, so

$$I_s=nkV_A^\alpha=kV^\alpha\,\frac{mn}{S^\alpha}.$$

The selected cell does not appear in it. That cell joins two driven lines, so its current enters no floating-line balance. For a square array, taking a factor $q^\alpha=n$ out of $S^\alpha=(2q+1)^\alpha$ gives

$$\frac{I_s}{I(V)}=\frac{n}{(2+n^{-1/\alpha})^{\alpha}}=\frac{n}{2^\alpha}\left(1+\frac{1}{2q}\right)^{-\alpha}.$$

For $q\gg1$ and $q^2\gg\alpha/8$ the last factor is roughly $e^{-\alpha/(2q)}$. The half-voltage estimate $n/2^\alpha$ therefore needs $q\gg\alpha/2$ as well. For steep cells this is a stronger demand than that for the voltages, because a small relative error in the voltage becomes a relative error about $\alpha$ times larger in the current.

## Numbers for a 64 × 64 array

Take $m=n=63$, $\alpha=4$, $V=1$ V and $I(V)=10$ µA, with all cells in the low-resistance state. Then $q=63^{1/4}=2.817$ and $S=1+2q=6.635$, so

$$V_A=V_C=\frac{2.817}{6.635}\ \text{V}=0.425\ \text{V},\qquad V_B=\frac{1}{6.635}\ \text{V}=0.151\ \text{V}.$$

The array is still 0.075 V short of half-voltage stress. An A cell carries $10\times0.4246^4=0.325$ µA and a B cell 5.16 nA. The currents balance: $63\times0.325$ µA and $3969\times5.16$ nA are both 20.5 µA. The half-voltage estimate is nearly twice as large.

The sneak current is about twice the current of the selected cell. Suppose that the high-resistance state conducts ten times less. The bit line then receives $10+20.5=30.5$ µA when the selected cell is on and $1+20.5=21.5$ µA when it is off. A tenfold cell contrast has shrunk to a ratio of 1.42.

## Replacing the power law

Much of the argument survives for any continuous, odd, strictly increasing $I(U)$. The function $F=\int I\,dU$ is again strictly convex and unbounded, so the three groups remain. In a square array the balance is

$$I(V_B)=\frac{I(V_A)}{n}\le\frac{I(V/2)}{n}\longrightarrow0,$$

where $V_A\le V/2$ because $2V_A+V_B=V$. Hence $V_B\to0$ and $V_A\to V/2$. The half-voltage limit does not depend on the power law, but the speed of approach does.

Group B is the sensitive part, since it works at low voltage. A pure power law with $\alpha>1$ has zero conductance at zero bias, whereas a cell with some ohmic leakage does not. As a comparison take

$$I(U)=I(V)\,\frac{\sinh(U/V_0)}{\sinh(V/V_0)},$$

with the same currents at $V$ and $V/2$ as the example. The matching condition $2\cosh(V/2V_0)=16$ gives $V_0=0.5\ \text{V}/\operatorname{arccosh}8=0.181$ V. For small $V_B/V_0$ and $V_A$ near $V/2$, the balance becomes

$$V_B\approx\frac{V_0}{n}\sinh\frac{V}{2V_0}=\frac{0.181\times7.94}{63}\ \text{V}=0.023\ \text{V}.$$

The full balance gives $V_B=0.021$ V and $V_A=0.489$ V. The shortfall now decreases as $1/n$ instead of $n^{-1/\alpha}$, and 64 lines are almost enough for the half-voltage limit. The sneak current rises from 20.5 to 37.1 µA, an increase of 81% relative to the power-law result. Two cells with the same current ratio between full and half voltage can thus behave quite differently in an array.

## Cells that rectify

Let the reverse current be $\rho$ times the forward current at the same size of voltage, with $\rho<1$. Only group B is reversed, so in a square array $V_A^\alpha=\rho nV_B^\alpha$ and

$$V_A=V_C=\frac{V}{2+(\rho n)^{-1/\alpha}}.$$

Half-voltage stress now requires $\rho n\to\infty$. For the example with $\rho=10^{-4}$, $\rho n=0.0063$: group B takes 0.64 V and the outer groups 0.18 V each. The sneak current drops to $63\times10\times0.1802^4=0.66$ µA. Rectification reduces the sneak current, but once $\rho n<1$ the cells of group B, the most numerous, take more voltage than those of the outer groups.

## The model beside a real array

The example is set in the rough regime of an oxide resistive cell with a nonlinear selector. Microampere currents and a read voltage near 1 V are reasonable orders of magnitude. The half-bias current ratio $2^4=16$ is weak: dedicated selectors can reach ratios larger by orders of magnitude, and many switch at a threshold instead of following a power law. The power law also assumes that conductance vanishes at zero bias. Real cells can leak there, and the sinh comparison shows that such leakage can move $V_A$ by 0.06 V.

Identical cells are another idealization. In one random pattern with about half of the cells conducting ten times less, the voltages on groups A and C spread from 0.40 to 0.48 V, and the sneak current fell to 12.0 µA. This pattern gives an unusually high current: typical patterns of the same kind give about 10 µA, and most lie between 8.7 and 11 µA. Across such patterns, single A and C cells can take voltages from about 0.37 to 0.50 V. With the other line potentials held fixed, a less conducting A cell needs more voltage to feed its bit line, so stored data alter the stress from cell to cell.

For wires, assume 5 Ω per cell pitch and a selected cell in the corner farthest from both contacts. Each driven line then has $63\times5=315$ Ω. The cell current loses $2\times10\ \mu\text{A}\times315\ \Omega=6.3$ mV. The sneak current, spread evenly along the lines, loses about half of $2\times20.5\ \mu\text{A}\times315\ \Omega$, or 6.5 mV. The sum, 12.8 mV, is close to the 12.1 mV found for the full resistive network. The mean of $V_A$ changes by only 3 mV. This smallness holds for 64 lines only, because both the sneak current and the line resistance grow with size. With the same cells and 5 Ω per pitch on the two driven lines, the selected cell keeps about 0.89 V at 256 lines and 0.57 V at 1024 lines, and the mean of $V_A$ falls to 0.41 and 0.32 V instead of rising to 0.44 and 0.46 V. The approach to half voltage at large $n$ therefore holds only while the wire drop stays small against $V$.

A uniform change of $k$ with temperature cancels from the division, but a change of exponent does not. If heat lowered $\alpha$ to an assumed 3.5, $V_A$ would be 0.434 V. With an assumed thermal resistance of $10^6$ K/W, self-heating is 10 K in the selected cell and 0.14 K in an A cell.

If the whole cell voltage fell across 10 nm of oxide, the field would be 1.0 MV/cm in the selected cell and 0.42 MV/cm in group A, below a rough breakdown field of 4 MV/cm. This does not settle whether many reads could slowly disturb a stored state.

Steady state also takes time. For a line capacitance of about 1.1 fF, estimated from a 20 nm cell and rough stray capacitance, the charging time is of order $CV_A/I(V_A)=1.4$ ns. A much shorter read pulse would not produce the division derived here. If the floating lines start at 0 V, the cells of group A take more than their steady voltage while the lines charge. The numerical output lists the remaining inputs and cases.

## Computed values

```
EXAMPLE: square array, all cells low-resistive
lines per side = 64, n = 63, alpha = 4
read voltage = 1.00 V, cell current = 10.0 uA
n^(1/alpha) = 2.8173
V_A = V_C = 0.4246 V, V_B = 0.1507 V
shortfall from V/2 = 0.0754 V
current per cell: A 0.3251 uA, B 5.161 nA
sneak current = 20.48 uA, over cell = 2.048
large-array estimate n/2^alpha = 3.938
selected cell contrast = 10
total current: on 30.48 uA, off 21.48 uA
on/off ratio of total current = 1.419
largest voltage error of formula, small arrays = 1.1e-16 V
TABLE: V_A/V and V_B/V, square arrays
alpha  1, lines      16: 0.4839, 0.032258
alpha  1, lines      64: 0.4961, 0.007874
alpha  1, lines    1024: 0.4998, 0.000489
alpha  1, lines 1048576: 0.5000, 0.000000
alpha  2, lines      16: 0.4428, 0.114338
alpha  2, lines      64: 0.4704, 0.059261
alpha  2, lines    1024: 0.4923, 0.015392
alpha  2, lines 1048576: 0.4998, 0.000488
alpha  4, lines      16: 0.3987, 0.202594
alpha  4, lines      64: 0.4246, 0.150724
alpha  4, lines    1024: 0.4594, 0.081229
alpha  4, lines 1048576: 0.4923, 0.015385
alpha 10, lines      16: 0.3620, 0.276088
alpha 10, lines      64: 0.3758, 0.248345
alpha 10, lines    1024: 0.4000, 0.200016
alpha 10, lines 1048576: 0.4444, 0.111111
n for V_A = 0.45 V, alpha 2: 20.25
n for V_A = 0.45 V, alpha 4: 410.1
n for V_A = 0.45 V, alpha 10: 3.405e+06
V_A/V limit for m/n = 4, alpha 2: 0.6667
V_A/V for alpha 200, n = 63: 0.3356
NEGLECTED EFFECTS, same example
sinh law: voltage scale 0.1806 V
sinh law: V_A = 0.4893 V, V_B = 0.0214 V
sinh law: sneak current = 37.09 uA
random data: A and C cells 0.398 to 0.477 V, mean 0.432 V
random data: sneak current = 11.96 uA
wires 5 ohm per cell: selected cell loses 12.13 mV
wires: mean V_A = 0.4216 V, mean V_C = 0.4216 V
reverse factor 1e-01: V_A = 0.3801 V, V_B = 0.2399 V
reverse factor 1e-04: V_A = 0.1802 V, V_B = 0.6396 V
hot cell, alpha assumed 3.5: V_A = 0.4336 V
oxide 10 nm: field selected 1.00, A 0.42, rough breakdown 4 MV/cm
heating at 1e+06 K/W: selected 10.0 K, A 0.14 K
cell side 20 nm, pitch 40 nm, eps_r 25, stray 0.2 fF/um
line capacitance 1.08 fF, charging time about 1.4 ns
```
